# Moments and rectangular width of the canonical d band: verification in Python

```python
"""Canonical d bands of fcc and bcc lattices (KKR-ASA, dd block only).

Result under test: the eigenvalues S of the structure matrix have
    mean(S) = 0 at every k,   mean(S^2) = 1400 * sum over R of (w/d)^10,
and a rectangular band of equal mean square has W = sqrt(12*mean(S^2)).
w: Wigner-Seitz radius, d: length of lattice vector R, a: cubic constant = 1.
Definition of S(R): the tail (w/r)^3 Y_2m of an orbital, seen from a site
at R with local coordinate rho, has the l=2 part
    -sum_m' (rho/w)^2 Y_2m' S_m'm(R) / 10.
"""
import numpy as np
from scipy.integrate import quad


def d_harmonics(unit):
    """Real, normalised l=2 harmonics: xy, yz, zx, x2-y2, 3z2-1."""
    x, y, z = unit[..., 0], unit[..., 1], unit[..., 2]
    parts = [x * y, y * z, z * x, (x * x - y * y) / 2,
             (3 * z * z - 1) / (2 * np.sqrt(3))]
    return np.sqrt(15 / (4 * np.pi)) * np.stack(parts, axis=-1)


# Product quadrature on the unit sphere
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(24) / 24
ct, ph = np.meshgrid(cos_nodes, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
directions = np.stack([st * np.cos(ph), st * np.sin(ph), ct], -1).reshape(-1, 3)
sphere_weights = np.repeat(cos_weights, 24) * 2 * np.pi / 24
projector = sphere_weights[:, None] * d_harmonics(directions)


def bond_matrices(vectors, w):
    """S(R) by projecting the tail on a small sphere around each R."""
    rho = 0.2 * np.linalg.norm(vectors, axis=1)
    points = vectors[:, None, :] + rho[:, None, None] * directions[None]
    r = np.linalg.norm(points, axis=2)
    tail = (w / r)[..., None]**3 * d_harmonics(points / r[..., None])
    coefficient = np.einsum("qi,nqj->nij", projector, tail)
    return -10 * coefficient / (rho / w)[:, None, None]**2


def lattice_vectors(primitive, radius):
    """Integer coordinates, vectors and lengths with 0 < d < radius."""
    reach = np.linalg.norm(np.linalg.inv(primitive), axis=0).max()
    m = int(np.ceil(radius * reach))
    line = np.arange(-m, m + 1)
    n = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)
    vectors = n @ primitive
    d = np.linalg.norm(vectors, axis=1)
    keep = (d > 1e-9) & (d < radius)
    return n[keep], vectors[keep], d[keep]


def canonical_bands(primitive, w, radius, mesh):
    """Eigenvalues of S(k) on a mesh^3 grid that contains k = 0."""
    n, vectors, _ = lattice_vectors(primitive, radius)
    s_bond = bond_matrices(vectors, w).reshape(-1, 25)
    line = np.arange(mesh)
    k = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)
    s_k = np.cos(2 * np.pi * (k @ n.T) / mesh) @ s_bond
    s_k = s_k.reshape(-1, 5, 5)
    assert np.abs(s_k - s_k.transpose(0, 2, 1)).max() < 1e-8
    return np.linalg.eigvalsh(s_k)


# One bond along z, and one in a general direction, with w = d = 1
bond_z = bond_matrices(np.array([[0.0, 0.0, 1.0]]), 1.0)[0]
expected = np.diag([-10.0, 40.0, 40.0, -10.0, -60.0])
assert np.abs(bond_z - expected).max() < 1e-9
tilted = np.array([[0.3, -0.5, 0.8]])
bond_t = bond_matrices(tilted / np.linalg.norm(tilted), 1.0)[0]
assert np.allclose(np.linalg.eigvalsh(bond_t), [-60, -10, -10, 40, 40], atol=1e-9)
# The distance law, and equality of the two bond senses
far = bond_matrices(np.array([[0.0, 0.0, 2.0], [0.0, 0.0, -2.0]]), 1.0)
assert np.allclose(far[0] * 2**5, expected, atol=1e-9)
assert np.allclose(far[0], far[1], atol=1e-10)

print("All quantities dimensionless; lengths in units of a")
print(f"bond sigma, pi, delta at w=d: {bond_z[4, 4]:.3f}, "
      f"{bond_z[1, 1]:.3f}, {bond_z[0, 0]:.3f}")
print(f"trace of S(R)^2 / 5 at w=d: {np.trace(bond_t @ bond_t) / 5:.3f}")

primitive_cells = {
    "fcc": np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2,
    "bcc": np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / 2,
}
mesh = 16
widths = {}
for name, cell in primitive_cells.items():
    w = (3 * abs(np.linalg.det(cell)) / (4 * np.pi))**(1 / 3)
    _, _, d = lattice_vectors(cell, 12.0)
    d2, counts = np.unique(np.round(d**2, 6), return_counts=True)
    shell_terms = counts * (w / np.sqrt(d2))**10
    lattice_sum = shell_terms.sum()
    formula_square = 1400 * lattice_sum
    w_one, w_two, w_all = [np.sqrt(12 * 1400 * shell_terms[:j].sum())
                           for j in (1, 2, len(shell_terms))]
    widths[name] = (w_one, w_two, w_all)

    # Differences of cluster vectors stay shorter than the aliasing length
    radius = 0.499 * mesh * d.min()
    bands = canonical_bands(cell, w, radius, mesh)
    band_square = np.mean(bands**2)
    assert np.abs(bands.sum(axis=1)).max() < 1e-8
    # The only difference left is the tail of the sum outside the cluster
    assert abs(band_square / formula_square - 1) < 1e-5
    rectangle_square = quad(lambda s: s * s / w_all, -w_all / 2, w_all / 2)[0]
    assert abs(rectangle_square / band_square - 1) < 1e-5
    # Band edges must be settled with respect to the cluster size
    smaller = canonical_bands(cell, w, 0.8 * radius, mesh)
    assert abs(smaller.min() - bands.min()) < 0.05
    assert abs(smaller.max() - bands.max()) < 0.05

    print(f"{name}: w/a = {w:.5f}")
    for j in range(3):
        print(f"{name}: shell {j + 1}: {counts[j]} atoms, d/a = "
              f"{np.sqrt(d2[j]):.5f}, w/d = {w / np.sqrt(d2[j]):.5f}, "
              f"term = {shell_terms[j]:.6f}")
    print(f"{name}: sum of (w/d)^10, all shells = {lattice_sum:.6f}")
    print(f"{name}: mean square from formula = {formula_square:.3f}")
    print(f"{name}: mean square from eigenvalues = {band_square:.3f}")
    print(f"{name}: root mean square = {np.sqrt(formula_square):.3f}")
    print(f"{name}: W from 1 shell, 2 shells, all = "
          f"{w_one:.2f}, {w_two:.2f}, {w_all:.2f}")
    print(f"{name}: lowest, highest eigenvalue on mesh = "
          f"{bands.min():.1f}, {bands.max():.1f}")
    print(f"{name}: highest minus lowest = {bands.max() - bands.min():.1f}")
    print(f"{name}: mean(S^4)/mean(S^2)^2 = "
          f"{np.mean(bands**4) / band_square**2:.2f} (rectangle {9 / 5:.2f})")

assert 22.5 < widths["fcc"][2] < 23.5
assert widths["bcc"][0] < widths["fcc"][0]
assert widths["bcc"][1] > widths["fcc"][1]
assert 1.0 < widths["bcc"][2] / widths["fcc"][2] < 1.05
print(f"k points per lattice: {mesh**3}")
print(f"ratio W(bcc)/W(fcc) = {widths['bcc'][2] / widths['fcc'][2]:.4f}")
print("no test failed")
```

It prints:

```
All quantities dimensionless; lengths in units of a
bond sigma, pi, delta at w=d: -60.000, 40.000, -10.000
trace of S(R)^2 / 5 at w=d: 1400.000
fcc: w/a = 0.39080
fcc: shell 1: 12 atoms, d/a = 0.70711, w/d = 0.55267, term = 0.031903
fcc: shell 2: 6 atoms, d/a = 1.00000, w/d = 0.39080, term = 0.000498
fcc: shell 3: 24 atoms, d/a = 1.22474, w/d = 0.31908, term = 0.000263
fcc: sum of (w/d)^10, all shells = 0.032731
fcc: mean square from formula = 45.823
fcc: mean square from eigenvalues = 45.823
fcc: root mean square = 6.769
fcc: W from 1 shell, 2 shells, all = 23.15, 23.33, 23.45
fcc: lowest, highest eigenvalue on mesh = -16.4, 10.9
fcc: highest minus lowest = 27.3
fcc: mean(S^4)/mean(S^2)^2 = 1.91 (rectangle 1.80)
bcc: w/a = 0.49237
bcc: shell 1: 8 atoms, d/a = 0.86603, w/d = 0.56854, term = 0.028231
bcc: shell 2: 6 atoms, d/a = 1.00000, w/d = 0.49237, term = 0.005024
bcc: shell 3: 12 atoms, d/a = 1.41421, w/d = 0.34816, term = 0.000314
bcc: sum of (w/d)^10, all shells = 0.033751
bcc: mean square from formula = 47.252
bcc: mean square from eigenvalues = 47.252
bcc: root mean square = 6.874
bcc: W from 1 shell, 2 shells, all = 21.78, 23.64, 23.81
bcc: lowest, highest eigenvalue on mesh = -16.2, 12.3
bcc: highest minus lowest = 28.5
bcc: mean(S^4)/mean(S^2)^2 = 1.74 (rectangle 1.80)
k points per lattice: 4096
ratio W(bcc)/W(fcc) = 1.0155
no test failed
```
